\section*{Coating Beneath an Overhang: Re-emission or Surface Diffusion?}

\section*{The inference}

\textbf{Q:} I have a trench with a thin overhanging lip on each side. The deposited film on the underside of the lips is nearly as thick as on the open surface. No straight line from the source reaches that underside, so the material must have walked there. I conclude that the adatoms diffuse over long distances.

\textbf{A:} Your first step is sound: the underside receives no direct flux. The second step assumes that a molecule stays on the surface it first strikes. What is its sticking probability?

\textbf{Q:} I do not know. Suppose it is small. Then less material sticks everywhere, including beneath the lip. How could that help the hidden surface?

\textbf{A:} A molecule that does not stick leaves again, and the underside is visible from the surface it leaves. We have to compare two effects: the smaller chance of sticking at each impact, and the larger number of impacts. A flux balance does this without any surface diffusion.

Let a long trench be filled with gas so dilute that molecules cross it without colliding with one another. The flux entering through the opening is uniform, with value $F_0$, and has a cosine distribution. At each impact a molecule sticks with constant probability $s$; otherwise it leaves with a cosine distribution, independently of its past. Molecules that escape do not return. The film is still too thin to change the shape.

If $F_i$ is the flux striking wall panel $i$, the growth rate there is proportional to $sF_i$. On the open flat surface it is proportional to $sF_0$. The coverage is therefore
\begin{equation}
C_i=\frac{sF_i}{sF_0}=\frac{F_i}{F_0}.
\end{equation}
The explicit factor $s$ cancels, because it multiplies both growth rates. The flux $F_i$ still depends on $s$, since it includes molecules that failed to stick elsewhere.

\section*{Following the molecules}

\textbf{Q:} Then $F_i$ must be found. Does it not depend on all the other surfaces?

\textbf{A:} Yes. Let $K_{ij}$ be the probability that a molecule leaving panel $i$ next strikes panel $j$, and $D_i$ the probability that it leaves through the opening. For cosine emission, the probability of going from a small area $dA$ to $dA'$, multiplied by $dA$, is
\begin{equation}
\frac{\cos\theta\,\cos\theta'}{\pi r^2}\,dA\,dA',
\end{equation}
where $r$ is their distance and the angles are measured from their normals. This is symmetric in the two areas. Hence, for panels of lengths $L_i$ and $L_j$ in the cross-section,
\begin{equation}
L_iK_{ij}=L_jK_{ji}.
\end{equation}
The same symmetry, applied to the opening, shows that the direct flux on panel $i$ is $F_0D_i$.

Panel $j$ re-emits $(1-s)F_jL_j$ molecules per unit time and unit trench length. The fraction $K_{ji}$ reaches panel $i$. Dividing by $L_i$ and using the symmetry gives
\begin{align}
F_i&=F_0D_i+\frac{1-s}{L_i}\sum_j L_jF_jK_{ji}\nonumber\\
&=F_0D_i+(1-s)\sum_jK_{ij}F_j .
\end{align}
Division by $F_0$ yields
\begin{equation}
C_i=D_i+(1-s)\sum_jK_{ij}C_j. \label{balance}
\end{equation}

\textbf{Q:} The molecules move in three dimensions. Are you entitled to work in the cross-section?

\textbf{A:} For a long trench, yes. Let the direction of flight have components $n$ along the surface normal, $t$ across the trench and $y$ along it, with $n^2+t^2+y^2=1$. The cosine law is $\cos\theta\,d\Omega/\pi$, and $\cos\theta\,d\Omega=dt\,dy$ is the projected area on the unit disc. So $(t,y)$ is uniformly distributed over that disc. The angle $\varphi$ seen in the cross-section satisfies
\begin{equation}
\sin\varphi=\frac{t}{\sqrt{n^2+t^2}}=\frac{t}{\sqrt{1-y^2}} .
\end{equation}
At fixed $y$, $t$ is uniform between $\pm\sqrt{1-y^2}$. Thus $\sin\varphi$ is uniform between $-1$ and $1$, whatever $y$ is. A target seen between angles $\varphi_a<\varphi_b$ is struck with probability
\begin{equation}
\tfrac12(\sin\varphi_b-\sin\varphi_a). \label{point}
\end{equation}

To average this over panel $i$, let $x(\ell)$ run along it from its start $u$ to its end $v$. If $a$ is one end of the target, then $d|x-a|/d\ell=-\sin\varphi_a$, because moving towards $a$ shortens the distance. The same holds for $b$. Integrating (\ref{point}) gives
\begin{align}
K_{ij}&=\frac{1}{2L_i}\Big[|x-a|-|x-b|\Big]_{x=u}^{x=v}\nonumber\\
&=\frac{|v-a|+|u-b|-|v-b|-|u-a|}{2L_i}.
\end{align}
The positive terms are the crossed lines between the panel ends, the negative ones the uncrossed lines. This form requires an unobstructed view, which a convex cavity provides.

\section*{The limit of low sticking}

\textbf{Q:} For the underside $D_i=0$. Equation (\ref{balance}) then says that its coverage comes from other walls. Those walls are themselves partly shaded. Why should the result be anywhere near one?

\textbf{A:} Substitute (\ref{balance}) into itself repeatedly:
\begin{align}
C_i&=D_i+(1-s)\sum_jK_{ij}D_j
+(1-s)^2\sum_{j,k}K_{ij}K_{jk}D_k+\cdots\nonumber\\
&=\sum_{n=0}^{\infty}(1-s)^n p_i(n). \label{series}
\end{align}
Here $p_i(n)$ is the product of $n$ flights between walls and one flight out, summed over all routes. It is the probability that a molecule launched from $i$, and never allowed to stick, makes $n$ further wall impacts before escaping. Read in the opposite direction, the same term is the flux of molecules that reached $i$ after $n$ re-emissions.

If $N$ denotes the random number of further impacts, (\ref{series}) is
\begin{equation}
C_i=\big\langle(1-s)^N\big\rangle_i. \label{average}
\end{equation}
For a hidden surface $N\ge1$, so $C_i\le1-s$. At $s=1$ its coverage vanishes: your shadow argument is correct in that case.

For small $s$, consider $N$ impacts. The chance of sticking at one or more of them is $1-(1-s)^N$, and it cannot exceed the sum $sN$ of the separate chances. Therefore
\begin{equation}
C_i\ge1-s\langle N\rangle_i. \label{linear}
\end{equation}
As $s\to0$ at fixed geometry, the right side tends to one, provided $\langle N\rangle_i$ is finite. In our cavity it is finite. From each floor or side panel a molecule can escape at once, and from the underside it can do so after one impact. With finitely many panels, the chance of remaining inside through two successive flights has a largest value $q<1$. The chance of remaining through $2m$ flights is at most $q^m$, so long histories are suppressed geometrically.

\textbf{Q:} So the hidden surface approaches full coverage although nothing moves along the walls?

\textbf{A:} Yes. There is also a direct physical reading. Every molecule leaving a panel either escapes or strikes a wall, so
\begin{equation}
D_i+\sum_jK_{ij}=1.
\end{equation}
Put $s=0$ and $C_j=1$ for all $j$ in (\ref{balance}): the equation is satisfied. Re-emission replaces the missing part of the sky by walls that are just as bright as the source. This argument, like (\ref{average}), needs the cosine distribution of the entering flux, which makes the direct flux equal to $F_0D_i$. A directional source gives a different limit: in the model cavity described below, a beam entering along the normal gives an underside coverage of about 0.85, not one, as $s\to0$. At $s=0$ itself no film grows; good coverage belongs to small but nonzero $s$.

\section*{How low is low enough?}

\textbf{Q:} A limit can be remote. Is $s=0.1$ small?

\textbf{A:} The relevant product is $s\langle N\rangle$, not $s$ alone. A simple count gives the scale of $N$. At $s=0$ the flux is $F_0$ on every wall. With wall perimeter $P$ and opening width $w$, there are $F_0P$ impacts and $F_0w$ entries per unit time and trench length. An entering molecule makes on average
\begin{equation}
\frac{F_0P}{F_0w}=\frac{P}{w}
\end{equation}
impacts. Starting on the underside is a different condition, so its mean must be calculated separately.

Take a model cavity 600 nm wide and 200 nm high, with a 200 nm opening centred in its thin ceiling. Each underside is 200 nm long. The perimeter is
\begin{equation}
P=600+2(200)+2(200)=1400\ \text{nm},
\end{equation}
so $P/w=1400/200=7$. From the centre of the floor, (\ref{point}) gives a direct coverage
\begin{equation}
D=\frac{100}{\sqrt{100^2+200^2}}=0.447.
\end{equation}
The undersides lie in the plane of the opening and have $D=0$.

Solving (\ref{balance}) with 5 nm panels gives these mean coverages:
\begin{center}
\begin{tabular}{ccc}
$s$ & underside & floor\\
1 & 0 & 0.274\\
0.5 & 0.140 & 0.332\\
0.1 & 0.552 & 0.640\\
0.01 & 0.929 & 0.942\\
0.001 & 0.992 & 0.994
\end{tabular}
\end{center}
Thus $s=0.1$ is not small enough for good coverage here, while $s=0.01$ is. At $s=0.01$ even the least covered underside panel, in the corner, has $C=0.922$ (0.921 with 1 nm panels).

\textbf{Q:} Can I see that from the number of impacts?

\textbf{A:} From the underside, $\langle N\rangle=7.62$. At $s=0.01$, (\ref{linear}) gives
\begin{equation}
C\ge1-0.01(7.62)=0.924.
\end{equation}
A closer bound follows because $(1-s)^N$ is a convex function of $N$ and lies above its tangent at $\langle N\rangle$. The linear part of the tangent averages to zero, leaving
\begin{equation}
C\ge(1-s)^{\langle N\rangle}=0.99^{7.62}=0.926.
\end{equation}
Both are below the calculated 0.929, as they must be. At $s=0.1$ the linear bound is only $1-0.762=0.238$, far below 0.552. The bound is still true, but it no longer serves as an estimate.

A separate simulation of random flights in three dimensions gives 7.61 further impacts and underside coverages of 0.929 at $s=0.01$ and 0.552 at $s=0.1$. It agrees with the flux balance within its statistical uncertainty.

\textbf{Q:} Is one bounce from the floor responsible for most of this?

\textbf{A:} No. At $s=0.01$, molecules re-emitted once contribute 0.204 to the underside coverage, of which 0.179 comes from the floor and the rest from the side walls. Including up to five re-emissions gives 0.506; up to twenty gives 0.879; up to fifty gives 0.928. The first bounce supplies $0.204/0.929=22\%$ of the total. Calculating one re-emission and stopping would miss most of the film.

Nor do the contributions fall steadily from one re-emission to the next. The second adds only $0.2583-0.2044=0.054$, less than the average of $(0.5056-0.2583)/3=0.082$ for each of the next three.

\textbf{Q:} Then should I make $s$ as small as possible?

\textbf{A:} For this coverage ratio, smaller $s$ helps. For growth speed it need not. In units of the growth rate at flux $F_0$ and unit sticking, the underside grows at $sC$. This is $0.1(0.552)=0.055$ at $s=0.1$, but $0.01(0.929)=0.0093$ at $s=0.01$. The second film is more even and grows about six times more slowly.

\section*{What diffusion can and cannot do}

\textbf{Q:} You have shown that re-emission can produce my film. Have you shown that diffusion did not?

\textbf{A:} No. The coverage alone does not decide. To see this, take the opposite model: $s=1$, so there is no re-emission, but adatoms diffuse before being incorporated. Let $\nu$ be their density, $\mathcal D$ their diffusion coefficient and $\tau$ their mean time before incorporation. They do not desorb. In the steady state, at distance $\ell$ along the surface,
\begin{equation}
\mathcal D\,\frac{d^2\nu}{d\ell^2}-\frac{\nu}{\tau}+F_0D(\ell)=0.
\end{equation}
The growth rate in units of $F_0$ is $G=\nu/(F_0\tau)$. Substitute $\nu=F_0\tau G$ and divide by $F_0$:
\begin{equation}
G-\lambda^2G''=D,\qquad \lambda=\sqrt{\mathcal D\tau}. \label{diffusion}
\end{equation}
Since the flat surface has $G=1$, $G$ is also the coverage.

First let no adatoms cross the edges of the lips. Then $G'=0$ at both ends of the interior surface. Integration of (\ref{diffusion}) removes the derivative term:
\begin{equation}
\int_0^P G\,d\ell=\int_0^P D\,d\ell=w.
\end{equation}
The last equality says that every entering molecule lands at its first impact. The mean interior coverage is therefore
\begin{equation}
\overline G=\frac{w}{P}=\frac17=0.143,
\end{equation}
for any $\lambda$. Diffusion can even out this amount but cannot increase it.

\textbf{Q:} So if my interior film is uniform, that still tells me little?

\textbf{A:} Uniformity inside and coverage relative to the outside are different quantities. With $\lambda=7806$ nm and closed lips, both the underside and the floor have coverage 0.143. That film is uniform, but thin. High coverage at $s=1$ needs material from outside the cavity.

Now let adatoms cross the lips freely from a long outer surface, where $D=1$. Write $G=1-g$. Equation (\ref{diffusion}) becomes $g-\lambda^2g''=1-D$, whose source is confined to the interior. The response to a unit point source is $e^{-|\ell|/\lambda}/(2\lambda)$: its slope drops by $1/\lambda^2$ at the source, which supplies the required unit strength. Hence
\begin{equation}
G(\ell)=1-\frac1{2\lambda}\int_0^P[1-D(\ell')]e^{-|\ell-\ell'|/\lambda}\,d\ell'.
\end{equation}
For $\lambda\gg P$ the exponential is close to one, and
\begin{equation}
G\simeq1-\frac{P-w}{2\lambda}. \label{open}
\end{equation}
A diffusion length of 7806 nm gives $1-1200/15612=0.923$ in this approximation. The full solution gives a mean underside coverage of 0.929, the same as re-emission at $s=0.01$. The length was chosen to produce that match. One coverage value is thus compatible with either mechanism, provided the outer surface is long compared with $\lambda$, here several micrometres. In an array of trenches with a flat strip of width $S$ between openings, the supply is shared, and even $\lambda\to\infty$ gives only $(S+w)/(S+P)$. For $S=4000$ nm this is 0.778, and $\lambda=7806$ nm gives an underside coverage of 0.774.

\section*{Evidence that separates them}

\textbf{Q:} What should I measure instead?

\textbf{A:} Compare cavities of the same shape but different size, under the same deposition conditions. The probabilities $K_{ij}$ and $D_i$ depend on angles, or equally on ratios of lengths. Re-emission at fixed $s$ therefore gives the same coverage when every dimension is doubled. Diffusion has a length of its own. In (\ref{open}), doubling $P-w$ at fixed $\lambda$ doubles the deficit.

For the doubled model cavity, re-emission at $s=0.01$ again gives 0.929. Diffusion with $\lambda=7806$ nm gives 0.868. The leading estimate is $1-2400/15612=0.846$; it lies lower because it replaces the exponential by its largest value.

\textbf{Q:} If the coverage falls with size, may I then conclude that diffusion is present?

\textbf{A:} Only if the other assumptions still hold. The larger cavity must remain small compared with the mean free path, the film must remain thin compared with the opening, and $s$ must be the same. If gas collisions become important, a new length enters the transport problem too. A mixture of re-emission and diffusion is also possible. Nor does a coverage that stays the same with size rule diffusion out: with closed lips, $s=1$ and $\lambda\gg P$, the film is nearly uniform with coverage $w/P$, which does not change when every dimension is doubled, as long as $\lambda$ remains much larger than $P$.

A known sticking probability gives a second line of evidence. The fraction of entering molecules captured inside is
\begin{equation}
\eta=\frac{sF_0\overline C\,P}{F_0w}=\frac{s\overline C P}{w},
\qquad\text{so}\qquad
\overline C=\frac{\eta w}{sP}\le\frac{w}{sP}, \label{capture}
\end{equation}
where $\overline C$ is the mean interior coverage. The inequality follows from $\eta\le1$. Diffusion inside closed lips, without desorption, does not alter this mean, because it moves material after capture.

At $s=0.5$ our cavity captures $\eta=0.826$, hence
\begin{equation}
\overline C=\frac{0.826}{0.5(7)}=0.236.
\end{equation}
If the mean interior coverage were 0.9 at that sticking probability, re-emission could not account for it within this model, and neither could redistribution inside. Even the bound $1/[0.5(7)]=0.286$ would be exceeded. Supply over the lips would then be a candidate. At $s=0.01$, by contrast, $\eta=0.06547$ and
\begin{equation}
\overline C=\frac{0.06547}{0.01(7)}=0.935,
\end{equation}
with no surface transport at all.

\textbf{Q:} Then I must withdraw the diffusion length I inferred from one film thickness. The sticking probability, or a series of cavity sizes, may help to tell the two routes apart, but neither is certain to reveal a diffusion length.

\textbf{A:} Yes. The shadow tells you that the molecules did not arrive directly. It does not tell you whether their detour went through the gas or along the surface. The numerical output lists the coverages for both routes.

\section*{Calculated quantities}
\begin{verbatim}
opening width: 200 nm
cavity width: 600 nm
cavity height: 200 nm
panel length: 5 nm
wall perimeter: 1400 nm
perimeter / opening: 7.000 (no unit)
simulated impacts per entering molecule, s=0: 7.000
direct coverage, floor centre: 0.4471 (no unit)
mean coverage (no unit) and captured part of entering flux:
s=1: underside 0.0000, floor 0.2740, captured 1.0000
s=0.5: underside 0.1395, floor 0.3324, captured 0.8263
s=0.1: underside 0.5517, floor 0.6398, captured 0.4158
s=0.01: underside 0.9288, floor 0.9424, captured 0.0655
s=0.001: underside 0.9924, floor 0.9939, captured 0.0070
lowest underside coverage, s=0.01: 0.9219
mean further impacts from underside: 7.618
simulated further impacts from underside: 7.610
simulated underside coverage, s=0.01: 0.9289
simulated underside coverage, s=0.1: 0.5517
lower bound on mean underside coverage, s=0.01: 0.9263
linear estimate of underside coverage, s=0.01: 0.9238
underside coverage at s=0.01 from limited re-emissions:
up to 1 re-emissions: 0.2044 (no unit)
up to 2 re-emissions: 0.2583 (no unit)
up to 5 re-emissions: 0.5056 (no unit)
up to 10 re-emissions: 0.7197 (no unit)
up to 20 re-emissions: 0.8785 (no unit)
up to 50 re-emissions: 0.9281 (no unit)
matching diffusion length, s=1, open lips: 7806 nm
underside coverage, diffusion, open lips: 0.9288
underside coverage, diffusion, closed lips: 0.1427
floor coverage, diffusion, closed lips: 0.1430
mean interior coverage, closed lips: 0.1429
doubled cavity, underside, re-emission s=0.01: 0.9288
doubled cavity, underside, diffusion s=1: 0.8678
\end{verbatim}
